# Magnus terms, symmetric cycles and convergence in magic-angle spinning: test program

```python
"""Magnus expansion of the average Hamiltonian over one cycle of length T.

Result under test: U(T) = exp(-i T Hbar), Hbar = H0 + H1 + H2 + ..., with
  T H0 = int h,  T H1 = -(i/2) int int [h1,h2]  (t1>t2),
  T H2 = -(1/6) int int int ([h1,[h2,h3]] + [[h1,h2],h3])  (t1>t2>t3);
odd-numbered terms vanish if h(1-tau) = h(tau); the series converges if
S = int ||h|| dtau < pi (spectral norm), and pi is the best constant.
Symbols: tau = t/T, h(tau) = T H(t) in rad, eps = complex factor on h.
Reference values are Taylor coefficients in eps of the logarithm of the
numerically integrated propagator, taken from a circle in the eps plane.
"""
import numpy as np
from scipy import constants as const
from scipy.special import binom


def comm(a, b):
    return a @ b - b @ a


def size(a):
    return np.linalg.norm(a, 2)


def propagators(h, eps, steps=2000):
    """Runge-Kutta solution of dU/dtau = -i eps h U for all eps at once."""
    eps = np.atleast_1d(eps)
    samples = h(np.linspace(0, 1, 2 * steps + 1)).astype(complex)
    d = samples.shape[-1]
    scale = np.repeat(-1j * eps, d) / steps
    y = np.tile(np.eye(d, dtype=complex), (1, len(eps)))
    for s in range(steps):
        a, b, c = samples[2 * s:2 * s + 3]
        k1 = (a @ y) * scale
        k2 = (b @ (y + k1 / 2)) * scale
        k3 = (b @ (y + k2 / 2)) * scale
        k4 = (c @ (y + k3)) * scale
        y = y + (k1 + 2 * k2 + 2 * k3 + k4) / 6
    return y.reshape(d, len(eps), d).transpose(1, 0, 2)


def gauss(n):
    x, w = np.polynomial.legendre.leggauss(n)
    return (x + 1) / 2, w / 2


def principal_log(u):
    """log U = int_0^1 (U-1) [1 + s(U-1)]^(-1) ds."""
    one = np.eye(u.shape[-1])
    x = u - one
    return sum(w * (x @ np.linalg.inv(one + s * x)) for s, w in zip(*gauss(60)))


def exact_average(h):
    """T Hbar from the propagator of the full cycle."""
    return 1j * principal_log(propagators(h, 1.0))[0]


def terms_from_log(h, count, radius=1.0, points=64):
    """T H0, T H1, ... as Taylor coefficients of i log U in eps."""
    eps = radius * np.exp(2j * np.pi * np.arange(points) / points)
    values = 1j * principal_log(propagators(h, eps))
    coeff = np.fft.fft(values, axis=0) / points
    return [coeff[n] / radius**n for n in range(1, count + 1)]


def terms_from_commutators(h):
    """First three terms by quadrature of the commutator integrals."""
    x, w = gauss(40)
    weight = w[:, None, None]
    mid = h(x)
    total = np.sum(weight * mid, axis=0)
    early = x[:, None, None] * np.einsum('j,ijab->iab', w, h(np.outer(x, x)))
    late = total - early
    first = -0.5j * np.sum(weight * comm(mid, early), axis=0)
    nested = comm(late, comm(mid, early)) + comm(comm(late, mid), early)
    return [total, first, -np.sum(weight * nested, axis=0) / 6]


def action(h):
    tau = (np.arange(4000) + 0.5) / 4000
    return np.mean(np.linalg.norm(h(tau), 2, axis=(-2, -1)))


# Random three-level cycles: formulas, symmetry and eigenvalue angles
rng = np.random.default_rng(7)
raw = rng.normal(size=(4, 3, 3)) + 1j * rng.normal(size=(4, 3, 3))
A, B, C, D = (raw + raw.conj().transpose(0, 2, 1)) / 2


def combine(shapes):
    def h(tau):
        tau = np.asarray(tau)
        return sum(f(tau)[..., None, None] * m
                   for f, m in zip(shapes, (A, B, C, D)))
    factor = 1.5 / action(h)
    return lambda tau: factor * h(tau)


general = combine([np.ones_like, lambda t: np.cos(2 * np.pi * t),
                   lambda t: np.sin(2 * np.pi * t), lambda t: t**2])
even = combine([np.ones_like, lambda t: np.cos(2 * np.pi * t),
                lambda t: (t - 0.5)**2, lambda t: np.cos(4 * np.pi * t)])
reference = terms_from_log(general, 6)
formula = terms_from_commutators(general)
formula_error = max(size(a - b) for a, b in zip(reference, formula))
assert formula_error < 1e-9
assert min(size(a) for a in formula) > 1e-4
even_terms = terms_from_log(even, 6)
assert max(size(even_terms[k]) for k in (1, 3, 5)) < 1e-9
assert min(size(even_terms[k]) for k in (0, 2, 4)) > 1e-7
assert size(reference[1]) > 1e-4 and size(reference[3]) > 1e-7

ring = 2.0 * np.exp(2j * np.pi * np.arange(32) / 32)
angles = np.abs(np.angle(np.linalg.eigvals(propagators(general, ring))))
angle_ratio = angles.max() / (2.0 * action(general))
assert angle_ratio <= 1 + 1e-6

# Rotating field on one spin 1/2: pi is the best constant
sx = np.array([[0, 1], [1, 0]], complex)
sy = np.array([[0, -1j], [1j, 0]])
sz = np.diag([1.0, -1.0]).astype(complex)


def rotating(x):
    def h(tau):
        p = 2 * np.pi * np.asarray(tau)[..., None, None]
        return np.pi * x * (np.cos(p) * sx + np.sin(p) * sy)
    return h


rot_terms = terms_from_log(rotating(1.0), 60, radius=0.9, points=256)
for n in range(2, 61):
    k = n // 2
    closed = np.pi * binom(-0.5, k) * (sz if n % 2 == 0 else -sx)
    assert size(rot_terms[n - 1] - closed) < 1e-6
rot_error = {}
for x in (0.9, 1.1):
    assert abs(action(rotating(x)) - np.pi * x) < 1e-9
    target = exact_average(rotating(x))
    closed = np.pi * (1 - 1 / np.sqrt(1 + x * x)) * (x * sx - sz)
    assert size(target - closed) < 1e-8
    rot_error[x] = [size(sum(rot_terms[n - 1] * x**n for n in range(1, m + 1))
                         - target) for m in (20, 40, 60)]
assert rot_error[0.9][0] > rot_error[0.9][1] > rot_error[0.9][2]
assert rot_error[1.1][0] < rot_error[1.1][1] < rot_error[1.1][2]

# Three dipolar-coupled protons under magic-angle spinning
gamma_p = const.physical_constants['proton gyromag. ratio'][0]
magic = np.arccos(1 / np.sqrt(3))


def spin(op, site):
    ops = [np.eye(2)] * 3
    ops[site] = op / 2
    return np.kron(np.kron(ops[0], ops[1]), ops[2])


def pair_list(pos):
    """(coupling in rad/s, unit vector, distance, spin operator) per pair."""
    out = []
    for i, j in ((0, 1), (0, 2), (1, 2)):
        vec = pos[j] - pos[i]
        r = np.linalg.norm(vec)
        b = -const.mu_0 * const.hbar * gamma_p**2 / (4 * np.pi * (r * 1e-10)**3)
        dot = sum(spin(s, i) @ spin(s, j) for s in (sx, sy, sz))
        out.append((b, vec / r, r, 3 * spin(sz, i) @ spin(sz, j) - dot))
    return out


def mas_cycle(pos, rate):
    pairs = pair_list(pos)

    def h(tau):
        p = 2 * np.pi * np.asarray(tau)
        field = np.stack([np.sin(magic) * np.cos(p), np.sin(magic) * np.sin(p),
                          np.cos(magic) * np.ones_like(p)], axis=-1)
        return sum(b * ((3 * (field @ e)**2 - 1) / 2)[..., None, None] * K
                   for b, e, r, K in pairs) / rate
    return h


def first_from_fourier(pos, rate):
    """T H1 from the Fourier components of the spinning Hamiltonian."""
    h1 = h2 = 0
    for b, e, r, K in pair_list(pos):
        beta, azimuth = np.arccos(e[2]), np.arctan2(e[1], e[0])
        h1 = h1 + b * np.sqrt(2) / 4 * np.sin(2 * beta) * np.exp(-1j * azimuth) * K
        h2 = h2 + b / 4 * np.sin(beta)**2 * np.exp(-2j * azimuth) * K
    total = comm(h1, h1.conj().T) + comm(h2, h2.conj().T) / 2
    return total / (2 * np.pi * rate**2)


rate = 60e3
tilt_deg = 40.0
t = np.radians(tilt_deg)
planar = np.array([[0, 0, 0], [2.0, 0, 0], [0.5, 0, 2.0]])
turn = np.array([[1, 0, 0], [0, np.cos(t), -np.sin(t)], [0, np.sin(t), np.cos(t)]])
crystals = {'planar': planar, 'tilted': planar @ turn.T}
to_hz = rate / (2 * np.pi)
report = {}
for name, pos in crystals.items():
    h = mas_cycle(pos, rate)
    S = action(h)
    assert S < np.pi
    terms = terms_from_log(h, 30)
    direct = terms_from_commutators(h)
    assert max(size(a - b) for a, b in zip(terms, direct)) < 1e-9
    assert size(direct[0]) < 1e-10
    assert size(direct[1] - first_from_fourier(pos, rate)) < 1e-10
    full = exact_average(h)
    assert size(sum(terms) - full) < 1e-6
    fast = [size(exact_average(mas_cycle(pos, v))) * v for v in (1e6, 2e6)]
    report[name] = dict(S=S, least=S * rate / np.pi,
                        orders=[size(a) * to_hz for a in terms[:6]],
                        full=size(full) * to_hz,
                        rest=size(full - sum(direct)) * to_hz,
                        power=np.log2(fast[0] / fast[1]))
assert max(report['planar']['orders'][k] for k in (1, 3, 5)) < 1e-4
assert report['tilted']['orders'][1] > 1.0
assert abs(report['planar']['power'] - 2) < 0.05
assert abs(report['tilted']['power'] - 1) < 0.05

# The same planar cycle started a tenth of a period later
start = mas_cycle(planar, rate)


def shifted(tau):
    return start(np.asarray(tau) + 0.1)


shift_terms = terms_from_log(shifted, 4)
shift_third = size(shift_terms[3]) * to_hz
assert shift_third > 1e-2
levels = [np.linalg.eigvalsh((m + m.conj().T) / 2)
          for m in (exact_average(start), exact_average(shifted))]
level_gap = np.max(np.abs(levels[0] - levels[1])) * to_hz
assert level_gap < 1e-4

print(f"Random cycle: S = {action(general):.3f} rad")
print(f"  largest error of three formulas = {formula_error:.1e} rad")
print("  general cycle, norms of T*H(k), k=0..5 (rad):")
print("   ", " ".join(f"{size(a):.6f}" for a in reference))
print("  symmetric cycle, norms of T*H(k), k=0..5 (rad):")
print("   ", " ".join(f"{size(a):.6f}" for a in even_terms))
print(f"  largest |arg lambda|/(|eps| S) at |eps|=2: {angle_ratio:.3f}")
print("Rotating field, error of partial sums (rad), powers to 20, 40, 60:")
for x, err in rot_error.items():
    print(f"  x = {x}, S = {np.pi * x:.4f} rad:", " ".join(f"{e:.3g}" for e in err))
print("Three protons, positions in planar crystallite (angstrom):")
for p in planar:
    print("  x, y, z =", " ".join(f"{c:.1f}" for c in p))
print(f"Tilt of second crystallite about x = {tilt_deg:.0f} degrees")
print(f"Magic angle = {np.degrees(magic):.4f} degrees")
for label, (b, e, r, K) in zip(('12', '13', '23'), pair_list(planar)):
    print(f"  pair {label}: r = {r:.4f} angstrom, b/2pi = {b / 2 / np.pi / 1e3:.3f} kHz")
print(f"Spinning rate = {rate / 1e3:.0f} kHz, period = {1e6 / rate:.3f} microseconds")
for name, q in report.items():
    print(f"Crystallite {name}: S = {q['S']:.4f} rad")
    print(f"  convergence guaranteed above {q['least'] / 1e3:.2f} kHz")
    print("  norms of H(k)/2pi, k=0..5 (Hz):")
    print("   ", " ".join(f"{v:.4f}" for v in q['orders']))
    print(f"  norm of full Hbar/2pi = {q['full']:.4f} Hz")
    print(f"  error after H(0)+H(1)+H(2) = {q['rest']:.4f} Hz")
    print(f"  decay exponent, 1000 to 2000 kHz = {q['power']:.4f}")
print("Planar cycle started 0.1 period later:")
print(f"  norm of H(1)/2pi = {size(shift_terms[1]) * to_hz:.4f} Hz")
print(f"  norm of H(3)/2pi = {shift_third:.4f} Hz")
print(f"  largest change of eigenvalues of Hbar/2pi = {level_gap:.1e} Hz")
print("PASS")
```

Output:

```
Random cycle: S = 1.500 rad
  largest error of three formulas = 1.1e-14 rad
  general cycle, norms of T*H(k), k=0..5 (rad):
    0.635680 0.077045 0.016935 0.001410 0.000301 0.000051
  symmetric cycle, norms of T*H(k), k=0..5 (rad):
    0.695097 0.000000 0.008702 0.000000 0.000127 0.000000
  largest |arg lambda|/(|eps| S) at |eps|=2: 0.413
Rotating field, error of partial sums (rad), powers to 20, 40, 60:
  x = 0.9, S = 2.8274 rad: 0.045 0.00389 0.000387
  x = 1.1, S = 3.4558 rad: 2.76 13.2 72.6
Three protons, positions in planar crystallite (angstrom):
  x, y, z = 0.0 0.0 0.0
  x, y, z = 2.0 0.0 0.0
  x, y, z = 0.5 0.0 2.0
Tilt of second crystallite about x = 40 degrees
Magic angle = 54.7356 degrees
  pair 12: r = 2.0000 angstrom, b/2pi = -15.015 kHz
  pair 13: r = 2.0616 angstrom, b/2pi = -13.710 kHz
  pair 23: r = 2.5000 angstrom, b/2pi = -7.688 kHz
Spinning rate = 60 kHz, period = 16.667 microseconds
Crystallite planar: S = 0.7279 rad
  convergence guaranteed above 13.90 kHz
  norms of H(k)/2pi, k=0..5 (Hz):
    0.0000 0.0000 14.0042 0.0000 0.1062 0.0000
  norm of full Hbar/2pi = 13.9503 Hz
  error after H(0)+H(1)+H(2) = 0.1055 Hz
  decay exponent, 1000 to 2000 kHz = 2.0000
Crystallite tilted: S = 0.9598 rad
  convergence guaranteed above 18.33 kHz
  norms of H(k)/2pi, k=0..5 (Hz):
    0.0000 322.3192 75.9176 11.8796 1.8028 0.2454
  norm of full Hbar/2pi = 326.2111 Hz
  error after H(0)+H(1)+H(2) = 11.7870 Hz
  decay exponent, 1000 to 2000 kHz = 1.0007
Planar cycle started 0.1 period later:
  norm of H(1)/2pi = 0.0000 Hz
  norm of H(3)/2pi = 1.3410 Hz
  largest change of eigenvalues of Hbar/2pi = 1.1e-12 Hz
PASS
```
